# Oscillator Strength at the Filling Edge of a One-Dimensional Box

## Problem

$N$ electrons of mass $m_e$ and spin 1/2 move in a one-dimensional box with impenetrable walls at $x=0$ and $x=L$. They do not interact with each other, and $N=2M$ is even, so in the ground state each of the levels $n=1,\dots,M$ holds two electrons. Light is polarized along the box and couples to $X=\sum_i x_i$. The axial oscillator strength of a transition from the ground state $|0\rangle$ to an excited state $|e\rangle$ is

$$f_{0\to e}=\frac{2m_e}{\hbar^2}\,(E_e-E_0)\,|\langle e|X|0\rangle|^2 .$$

(a) Find the strength of a single electron's transition from level $n$ to level $m$.

(b) Show that the strengths of all transitions from the ground state add up to $N$.

(c) Find the strength $F$ of the transition from the highest occupied to the lowest empty level, and the limit of $F/N$ for large $N$.

(d) Which transitions carry the rest of the sum when $N$ is large?

(e) Evaluate the results for $N=8$ and $L=1$ nm.

(f) What changes if $N$ is odd, or if all spins are parallel?

## Solution

### (a) One electron

The normalized orbitals and their energies are

$$\psi_n=\sqrt{\frac{2}{L}}\,\sin\frac{n\pi x}{L},\qquad E_n=n^2E_1,\qquad E_1=\frac{\hbar^2\pi^2}{2m_eL^2}.$$

For $m\neq n$, the identity $2\sin a\sin b=\cos(a-b)-\cos(a+b)$ turns the dipole element into

$$x_{mn}=\int_0^L\psi_m x\,\psi_n\,dx=\frac1L\int_0^L x\left[\cos\frac{(m-n)\pi x}{L}-\cos\frac{(m+n)\pi x}{L}\right]dx .$$

Both integrals have the same form, with a nonzero integer $q$. Integration by parts gives

$$\int_0^L x\cos\frac{q\pi x}{L}\,dx=\left[\frac{L}{q\pi}\,x\sin\frac{q\pi x}{L}\right]_0^L-\frac{L}{q\pi}\int_0^L\sin\frac{q\pi x}{L}\,dx=\frac{L^2}{q^2\pi^2}\left[(-1)^q-1\right],$$

because the boundary term vanishes at both ends. The result is zero for even $q$ and $-2L^2/(q^2\pi^2)$ for odd $q$. The integers $m-n$ and $m+n$ differ by $2n$, so they are both even or both odd. Hence $x_{mn}=0$ when $m-n$ is even and nonzero, and for odd $m-n$

$$x_{mn}=-\frac{2L}{\pi^2}\left[\frac{1}{(m-n)^2}-\frac{1}{(m+n)^2}\right]=-\frac{8L}{\pi^2}\,\frac{mn}{(m^2-n^2)^2},$$

where $(m+n)^2-(m-n)^2=4mn$ was used. The overall sign depends on the sign chosen for the orbitals and drops out of the strength.

With $E_m-E_n=(m^2-n^2)E_1$, the strength for odd $m-n$ is

$$f_{n\to m}=\frac{2m_e}{\hbar^2}\cdot\frac{\hbar^2\pi^2}{2m_eL^2}(m^2-n^2)\cdot\frac{64L^2}{\pi^4}\frac{m^2n^2}{(m^2-n^2)^4}
=\frac{64}{\pi^2}\,\frac{m^2n^2}{(m^2-n^2)^3}.$$

The box length has cancelled. The strength changes sign when $n$ and $m$ are exchanged: it is positive for absorption and negative for a downward transition.

### (b) The sum over all transitions

**One electron.** Inside the box $H=-(\hbar^2/2m_e)\,d^2/dx^2$. Since $(x\psi_n)''=2\psi_n'+x\psi_n''$,

$$(H-E_n)\,x\psi_n=-\frac{\hbar^2}{m_e}\,\psi_n' .$$

Multiply by $x\psi_n$ and integrate, using $\psi_n\psi_n'=\tfrac12(\psi_n^2)'$:

$$\int_0^L x\psi_n(H-E_n)x\psi_n\,dx=-\frac{\hbar^2}{2m_e}\left(\left[x\psi_n^2\right]_0^L-\int_0^L\psi_n^2\,dx\right)=\frac{\hbar^2}{2m_e}.$$

The bracket vanishes at the walls, and the last integral is 1.

The left side can also be expanded in the complete set $\psi_m$. The coefficient of $x\psi_n$ is $x_{mn}$. The coefficient of $(H-E_n)x\psi_n$ is $(E_m-E_n)x_{mn}$: two integrations by parts move $H$ onto $\psi_m$, and their boundary terms vanish because both $\psi_m$ and $x\psi_n$ are zero at the walls. The scalar product of the two functions is the sum of the products of their coefficients, so

$$\sum_m(E_m-E_n)\,x_{mn}^2=\frac{\hbar^2}{2m_e},\qquad\text{that is}\qquad \sum_m f_{n\to m}=1 .$$

**$N$ electrons.** The operator $X$ is a sum of one-electron operators that do not act on spin. Applied to the ground-state determinant, it returns a multiple of that determinant plus determinants in which one electron has moved from an occupied level $n$ to an empty level $m$ with its spin unchanged. If the new orbital is written in the place of the old one, each such determinant has amplitude $x_{mn}$.

For given $n$ and $m$ there are two of them, $|\!\uparrow\rangle$ and $|\!\downarrow\rangle$, named after the spin of the electron that moved. They appear in the combination

$$x_{mn}\left(|\!\uparrow\rangle+|\!\downarrow\rangle\right)=\sqrt2\,x_{mn}\,\frac{|\!\uparrow\rangle+|\!\downarrow\rangle}{\sqrt2}.$$

The ground state has total spin zero and $X$ leaves the spin alone, so this normalized combination is the excited singlet. Its dipole element is $\sqrt2\,x_{mn}$. The orthogonal combination, with a minus sign, belongs to the triplet and has dipole element zero. Squaring $\sqrt2\,x_{mn}$ shows that the many-electron strength is $2f_{n\to m}$.

It remains to sum over occupied $n\le M$ and empty $m>M$:

$$\sum_{n\le M}\sum_{m>M}2f_{n\to m}=2\sum_{n\le M}\sum_{m}f_{n\to m}-2\sum_{n\le M}\sum_{m\le M}f_{n\to m}=2M-0=N .$$

The second double sum vanishes because $f_{n\to m}=-f_{m\to n}$, so its terms cancel in pairs. The Pauli principle forbids transitions between filled levels, but these would have contributed nothing to the total.

### (c) The transition at the filling edge

Set $n=M=N/2$ and $m=M+1$. Then

$$m^2-n^2=2M+1=N+1,\qquad mn=M(M+1)=\frac{N(N+2)}{4}.$$

With the factor 2 from spin,

$$F=2\cdot\frac{64}{\pi^2}\cdot\frac{N^2(N+2)^2}{16\,(N+1)^3}=\frac{8}{\pi^2}\,\frac{N^2(N+2)^2}{(N+1)^3}.$$

To find the share $F/N$, write $s=1/(N+1)$. Since $N(N+2)=(N+1)^2-1$ and $N+2=(N+1)+1$,

$$\frac{N(N+2)^2}{(N+1)^3}=\frac{\left[(N+1)^2-1\right]\left[(N+1)+1\right]}{(N+1)^3}=(1-s^2)(1+s),$$

and therefore

$$\frac FN=\frac{8}{\pi^2}\left(1+s-s^2-s^3\right)\;\longrightarrow\;\frac{8}{\pi^2}\approx0.811\qquad(N\to\infty).$$

The derivative of the bracket with respect to $s$ is $1-2s-3s^2=(1-3s)(1+s)$, which is positive for $0\le s<1/3$. The smallest even number, $N=2$, corresponds to $s=1/3$, and $s$ falls as $N$ grows. The share therefore decreases steadily from its value at $N=2$, which is 0.961, and approaches the limit from above. The leading relative excess over the limit is $1/(N+1)$. At $N=100$ the share is 0.8185, and at $N=1000$ it is 0.8114.

For large $N$, the strength $F$ itself grows in proportion to $N$. At fixed $L$ the reason is the gap, $(N+1)E_1$, because the dipole element tends to a constant:

$$x_{M+1,M}=-\frac{8L}{\pi^2}\frac{M(M+1)}{(2M+1)^2}\;\longrightarrow\;-\frac{2L}{\pi^2}.$$

If instead the box grows with $N$ at fixed density, the gap falls as $1/N$ while the squared dipole element grows as $N^2$. The product is again proportional to $N$.

### (d) Where the rest goes

Sort the allowed transitions by the jump $k=m-n$, which must be odd. For $k\le M$, a jump from an occupied to an empty level can start from $n=M-k+1,\dots,M$, which gives $k$ pairs. Let $c=n+k/2$ be the midpoint of a pair. Then

$$m^2-n^2=k(2n+k)=2kc,\qquad mn=\left(c+\frac k2\right)\left(c-\frac k2\right)=c^2-\frac{k^2}{4},$$

and the strength with both spins is

$$2f_{n\to n+k}=\frac{128}{\pi^2}\,\frac{(c^2-k^2/4)^2}{8k^3c^3}=\frac{16\,c}{\pi^2k^3}\left(1-\frac{k^2}{4c^2}\right)^2 .$$

Keep $k$ fixed and let $N$ grow. Then $c/N\to1/2$ for every pair in the group, the last factor tends to 1, and each pair carries about $8N/(\pi^2k^3)$. The $k$ pairs together have the share

$$\frac{1}{N}\cdot k\cdot\frac{8N}{\pi^2k^3}=\frac{8}{\pi^2k^2}.$$

For $k=1$ this is the limit found in (c). The next groups have limiting shares of 0.0901 for $k=3$ and 0.0324 for $k=5$.

These limiting shares account for the whole sum. To see this, expand the constant function 1 in the box orbitals. Its coefficient is

$$\int_0^L\psi_k\,dx=\sqrt{\frac2L}\,\frac{L}{k\pi}\left[1-(-1)^k\right],$$

which is $\sqrt{2/L}\;2L/(k\pi)$ for odd $k$ and zero for even $k$. The squared coefficients must add up to $\int_0^L1^2dx=L$, so

$$\sum_{k\ \mathrm{odd}}\frac{8L}{\pi^2k^2}=L,\qquad\text{or}\qquad\sum_{k\ \mathrm{odd}}\frac{8}{\pi^2k^2}=1 .$$

No finite share escapes to jumps that grow with $N$. The missing 19% lies in the jumps $k=3,5,7,\dots$ across the filling edge.

There is a classical reading of these numbers. An electron that bounces between the walls at constant speed $v$ has a velocity that is a square wave, $+v$ for half a period $T=2L/v$ and $-v$ for the other half. With $\omega=2\pi/T$, the amplitude of its harmonic $\sin k\omega t$ for odd $k$ is

$$\frac{4}{T}\int_0^{T/2}v\sin k\omega t\,dt=\frac{4}{T}\cdot\frac{2v}{k\omega}=\frac{4v}{\pi k}.$$

The mean square of this harmonic is half the squared amplitude, $8v^2/(\pi^2k^2)$, which is the fraction $8/(\pi^2k^2)$ of the total mean square $v^2$. The frequencies agree as well. At the filling edge $v=\hbar\pi M/(m_eL)$, so $\hbar\omega=\hbar\pi v/L=2ME_1$, while the quantum jump costs $2kcE_1\approx k\cdot2ME_1$. The agreement of the fractions is not an accident. The velocity element has magnitude $|v_{mn}|=\omega_{mn}|x_{mn}|$ with $\hbar\omega_{mn}=E_m-E_n$, so $f_{n\to m}=2m_e|v_{mn}|^2/(\hbar\omega_{mn})$. At large $N$, $|x_{mn}|\to(8L/\pi^2)\,c^2/(2kc)^2=2L/(\pi^2k^2)$ and $\omega_{mn}\to k\omega=k\pi v/L$, so $|v_{mn}|\to2v/(\pi k)$, half the classical amplitude. The $k$ pairs with two spins then have the share $2k\cdot2m_e|v_{mn}|^2/(N\hbar k\omega)$, and since $m_ev^2/(\hbar\omega)=M=N/2$ this equals $2|v_{mn}|^2/v^2$, the mean square of the harmonic divided by $v^2$. At large $N$ the edge transition is the fundamental of the bouncing motion, and the larger jumps are its overtones.

### (e) Eight electrons in a box of 1 nm

These are round model parameters and do not represent a particular material. The neglected repulsion is not small at this size: the unscreened Coulomb energy of two electrons 1 nm apart is 1.44 eV, about four times $E_1$, so the gap and wavelength below hold for the independent-electron model only. Here $M=4$ and $E_1=0.3760$ eV. The gap and the wavelength are

$$\Delta E=(N+1)E_1=9\times0.3760\ \text{eV}=3.384\ \text{eV},\qquad \lambda=\frac{2\pi\hbar c_0}{\Delta E}=366\ \text{nm},$$

with $c_0$ the speed of light. The one-electron dipole element is

$$x_{54}=-\frac{8}{\pi^2}\cdot\frac{4\times5}{9^2}\times1\ \text{nm}=-0.2001\ \text{nm},$$

and the element to the excited singlet is $\sqrt2$ times this, $-0.2830$ nm. The strength and its share are

$$F=\frac{8}{\pi^2}\cdot\frac{8^2\times10^2}{9^3}=0.8106\times\frac{6400}{729}=7.116,\qquad \frac FN=\frac{7.116}{8}=0.8895 .$$

A different box length would change the energy and the wavelength, but not $F$.

The remaining share, 0.1105, is made up of 0.0796 from $k=3$, 0.0181 from $k=5$ and 0.0128 from all larger jumps. The first two lie below their large-$N$ limits, although the edge transition lies above its own. The formula in (d) shows why. The midpoints $c$ exceed $M$ on average, which raises the strengths, while the factor $(1-k^2/4c^2)^2$ lowers them. For $k=1$ the reduction is slight and the increase wins; for $k=3$ the reduction wins at this $N$. It weakens as $N$ grows, and the $k=3$ share first exceeds its limit at $N=18$, the $k=5$ share at $N=50$. For $k=5$ the reduction wins by more. Only four pairs exist, but their midpoints $3.5+4.5+5.5+6.5$ add up to $20=kM$, the value assumed in the limit, so the shortfall comes entirely from the factor. A fifth pair would start from $n=0$, where $c=k/2$ and the factor is zero.

As an independent test, the Hamiltonian was replaced by a finite-difference matrix and diagonalized without using the sine orbitals. This gave $F=7.1159$, against 7.1161 from the formula. Applying $X$ to the ground-state determinant built from the numerical orbitals gave a total strength of 7.9997, against the required 8. The small differences are of the size expected from the finite grid spacing. These values and the approach to the large-$N$ limits are listed in the numerical output.

### (f) Odd $N$ and parallel spins

**Odd $N$.** Let $N=2M+1$. Levels 1 to $M$ are full, and level $M+1$ holds one electron and has one vacancy. "Highest occupied to lowest empty" no longer covers all the strength at the edge, because there are now two neighbouring-level transitions, each open to one electron. The one-electron strength for $k=1$ is half the expression in (d), $(8c/\pi^2)(1-1/4c^2)^2$.

The transition out of the top level, $M+1\to M+2$, has $c=M+3/2=(N+2)/2$. The transition into it, $M\to M+1$, has $c=M+1/2=N/2$. Their shares are

$$\frac{4}{\pi^2}\,\frac{N+2}{N}\left[1-\frac{1}{(N+2)^2}\right]^2\qquad\text{and}\qquad\frac{4}{\pi^2}\left[1-\frac{1}{N^2}\right]^2 .$$

Each tends to $4/\pi^2\approx0.405$. At $N=2001$, direct integration of the dipole elements gives 0.4057 and 0.4053. The photon energies are $2cE_1$, that is $(N+2)E_1$ and $NE_1$, so these are two separate lines. Only together do they carry $8/\pi^2$ in the limit. When the levels are filled in pairs, a single line therefore reaches the limit in (c) only for even $N$; for odd $N$ both lines must be counted.

**Parallel spins.** If all spins point the same way, each of the levels $1,\dots,N$ holds one electron, and the edge transition is $N\to N+1$ with $c=N+1/2$. Its share is

$$\frac{8}{\pi^2}\left(1+\frac{1}{2N}\right)\left[1-\frac{1}{(2N+1)^2}\right]^2,$$

which again tends to $8/\pi^2$. The spin factor 2 is missing, but the edge lies at twice the level number, and the two changes compensate.

**Interacting electrons.** The total $N$ survives an interaction that depends only on the positions of the electrons. Such a term commutes with $X$, so it drops out of $(H-E_0)X|0\rangle$, and the argument in (b) can be repeated with the $N$-electron wave function. The division of the total among the transitions does not have this protection. The value $8/\pi^2$ has been derived here only for independent electrons between hard walls. It is not confined to them: with an infinitely strong contact repulsion the electrons move in space like spinless fermions, and the parallel-spin share above applies. For other interactions the shares must be computed anew.

## Calculated quantities

```
Electrons N: 8
Box length L: 1.000 nm
Highest occupied level M: 4
Lowest level E_1: 0.37603 eV
Highest occupied level energy: 6.0165 eV
Lowest empty level energy: 9.4008 eV
Gap: 3.3843 eV
Wavelength: 366.4 nm
Dipole length, one electron: -0.20014 nm
Dipole length, singlet state: -0.28304 nm
Strength F, both spins: 7.1161 (no unit)
Strength F from grid: 7.1159 (no unit)
f-sum from grid determinants: 7.9997 (no unit)
Share F/N: 0.8895 (no unit)
Share of jumps k=1, N=8: 0.8895 (no unit)
Share of jumps k=3, N=8: 0.0796 (no unit)
Share of jumps k=5, N=8: 0.0181 (no unit)
Share of jumps k>=7, N=8: 0.0128 (no unit)
Limit 8/pi^2: 0.810569 (no unit)
Share F/N by quadrature, N=2: 0.960675 (no unit)
Share F/N by quadrature, N=4: 0.933776 (no unit)
Share F/N by quadrature, N=8: 0.889514 (no unit)
Share F/N by quadrature, N=20: 0.847242 (no unit)
Share F/N by quadrature, N=100: 0.818515 (no unit)
Share F/N by quadrature, N=1000: 0.811378 (no unit)
(N+1)*(share/limit - 1), N=2000: 0.99950 (no unit)
Jumps k=1, N=2000: 0.81097; limit 0.81057 (no unit)
Jumps k=3, N=2000: 0.09011; limit 0.09006 (no unit)
Jumps k=5, N=2000: 0.03244; limit 0.03242 (no unit)
Odd N=2001, line out of top level: 0.40569 (no unit)
Odd N=2001, line into top level: 0.40528 (no unit)
Limit 4/pi^2: 0.40528 (no unit)
```
